# Is a deeper electron trap in silicon nitride always more localized?

**Question.** I am modelling electron traps in the silicon nitride layer of a charge-trap memory. For a trap at depth $D$ below the conduction band I use the tail $\psi\sim e^{-\kappa r}$ with $\kappa=\sqrt{2mD}/\hbar$. By this formula a deeper trap is always more localized, so tunnelling between neighbouring traps should keep falling as $D$ grows. But the gap is finite. If I push the level down until it nearly touches the valence band, should I still believe the formula? And if not, what replaces it?

**Answer.** Your formula treats the conduction band as the only band. The smallest model that also contains the valence band already changes the answer. In it, $\kappa$ grows with depth only as far as midgap and then falls, reaching zero at the valence edge.

### The decay constant in a two-band model

Put the energy zero at midgap and the band edges at $\pm\Delta$, so that the gap is $E_g=2\Delta$. Let $u$ be the conduction-like and $w$ the valence-like component of the envelope function. In one dimension take

$$H=\hbar v k\,\sigma_y+\Delta\,\sigma_z+V(x),\qquad k=-i\,\frac{d}{dx},$$

where $v$ is a velocity that couples the bands and the defect potential $V$ acts equally on both components. Written out, $H\psi=E\psi$ is

$$(E-V-\Delta)\,u=-\hbar v\,w',\qquad (E-V+\Delta)\,w=\hbar v\,u'. \tag{1}$$

Away from the defect $V=0$. Since $\sigma_y$ and $\sigma_z$ anticommute, the cross terms cancel in $H^2$, and a plane wave has

$$E^2=\Delta^2+(\hbar v k)^2. \tag{2}$$

For small $k$ the upper band is $E\approx\Delta+\hbar^2v^2k^2/(2\Delta)$. Comparison with $\hbar^2k^2/2m$ gives $m=\Delta/v^2$. The valence band has the same mass by symmetry.

A level inside the gap has $|E|<\Delta$, so (2) requires an imaginary $k=i\kappa$:

$$\kappa^2=\frac{\Delta^2-E^2}{(\hbar v)^2}=\frac{(\Delta-E)(\Delta+E)}{(\hbar v)^2}.$$

The depth is $D=\Delta-E$, hence $\Delta+E=E_g-D$. From the mass, $(\hbar v)^2=\hbar^2\Delta/m=\hbar^2E_g/2m$. Therefore

$$\boxed{\;\kappa=\frac{\sqrt{D(E_g-D)}}{\hbar v}=\frac{1}{\hbar}\sqrt{2mD\left(1-\frac{D}{E_g}\right)}\;} \tag{3}$$

For $D\ll E_g$ the bracket tends to 1 and your formula returns. In general

$$\frac{d\kappa^2}{dD}=\frac{2m}{\hbar^2}\left(1-\frac{2D}{E_g}\right),$$

which is positive above midgap and negative below it. The maximum is $\kappa_{\max}=\sqrt{mE_g/2}/\hbar$ at $D=E_g/2$. The reason can be read from (3): $\kappa^2$ is proportional to the product of the distances to the two band edges. Close to either edge the level is nearly in resonance with propagating states, and the tail becomes long.

### Does the state itself widen, or just its tail?

In one dimension, with a narrow defect, the whole state follows $\kappa$. Take an attractive well $V=-V_0$ whose width shrinks while its strength $g=\int|V|\,dx/(\hbar v)$ stays fixed.

On the right, $u\propto e^{-\kappa x}$, and the second equation of (1) gives

$$\frac{w}{u}=-\frac{\hbar v\kappa}{E+\Delta}=-\sqrt{\frac{\Delta-E}{\Delta+E}}=-\tan\frac{\theta}{2},\qquad E=\Delta\cos\theta,\quad 0<\theta<\pi .$$

On the left $\kappa$ changes sign, so $w/u=+\tan(\theta/2)$.

Inside the well $V_0$ dominates $E$ and $\Delta$, and (1) becomes $V_0u=-\hbar v\,w'$ and $V_0w=\hbar v\,u'$. With $u=\rho\cos\varphi$ and $w=\rho\sin\varphi$,

$$\varphi'=\frac{uw'-wu'}{\rho^2}=-\frac{V_0}{\hbar v},\qquad (\rho^2)'=2(uu'+ww')=\frac{2V_0}{\hbar v}(uw-wu)=0 .$$

The well rotates the pair $(u,w)$ by $-g$ and leaves its length unchanged. The angle must go from $\theta/2$ to $-\theta/2$, up to a multiple of $\pi$, which flips the sign of both components and leaves $w/u$ alone. For $0<g<\pi$ the sole solution is $\theta=g$:

$$E=\Delta\cos g,\qquad \kappa=\frac{\Delta}{\hbar v}\sin g. \tag{4}$$

As the well strengthens, the level crosses the gap from top to bottom. The density is $e^{-2\kappa|x|}$ everywhere outside a vanishing core, so

$$\langle x^2\rangle=\frac{\int_0^\infty x^2e^{-2\kappa x}dx}{\int_0^\infty e^{-2\kappa x}dx}=\frac{2/(2\kappa)^3}{1/(2\kappa)}=\frac{1}{2\kappa^2}.$$

The rms size $1/(\sqrt2\,\kappa)$ first shrinks and then grows, although the attraction increases throughout.

The rotation also explains the end of the journey. Rotations by $g=\pi-\varepsilon$ and by $-\varepsilon$ differ by an overall sign. Seen from outside, a strong attractive well that has pulled its level almost to the valence band is equivalent to a weak repulsive one that has just pushed a level up out of that band. Such a state is naturally wide.

### Three dimensions: the core matters

A real trap is three-dimensional. Take $H=\hbar v\,\tau_x\,\boldsymbol\sigma\cdot\mathbf k+\Delta\tau_z$, where $\tau$ acts on the band index and $\boldsymbol\sigma$ on spin. Squaring gives $E^2=\Delta^2+\hbar^2v^2k^2$ again, so each component obeys $\nabla^2\psi=\kappa^2\psi$ outside the defect, with the same $\kappa$.

For an s-like upper component $\psi_u=(G/r)\chi$, with $\chi$ a constant spinor and $G=e^{-\kappa r}$, the lower row of the equation reads

$$(E+\Delta)\psi_l=\hbar v\,\boldsymbol\sigma\cdot\mathbf k\,\psi_u=-i\hbar v\left(\frac{G}{r}\right)'\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi .$$

Thus $\psi_l=-i(F/r)\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi$ with

$$F=\frac{\hbar v}{E+\Delta}\left(G'-\frac{G}{r}\right)=-\frac{\hbar v}{E+\Delta}\left(\kappa+\frac1r\right)e^{-\kappa r}.$$

Near the valence edge $E+\Delta\to0$ and this p-like part dominates outside the core. Its radial density is $F^2\propto(\kappa+1/r)^2e^{-2\kappa r}$. For $\kappa\to0$ it becomes $1/r^2$, whose integral from the core radius outwards is finite. A finite share of the electron therefore stays near the core even when the tail is very long. The mean square radius still diverges, because

$$\int_0^\infty r^2\left(\kappa+\frac1r\right)^2e^{-2\kappa r}dr=\int_0^\infty(1+\kappa r)^2e^{-2\kappa r}dr=\frac1\kappa\left(\frac12+\frac12+\frac14\right)=\frac{5}{4\kappa},$$

but the rms radius grows as $\kappa^{-1/2}$, more slowly than the $\kappa^{-1}$ found near the conduction edge. So in three dimensions "localized" has to be specified: the decay constant peaks at midgap, while the rms radius may have its minimum elsewhere.

### Numbers in the nitride regime

Take $E_g=5$ eV and $m=0.5\,m_0$, rough values for amorphous silicon nitride, with $m$ treated here as the band-edge mass. The results are sensitive to it: an edge mass of $0.25\,m_0$ gives $\kappa=2.5$ instead of 3.5 nm$^{-1}$ at $D=1.25$ eV. Then $\hbar v=0.617$ eV nm. At midgap

$$\kappa_{\max}=\frac{\sqrt{2.5\times2.5}\ \text{eV}}{0.617\ \text{eV nm}}=4.05\ \text{nm}^{-1},\qquad \frac{1}{\kappa_{\max}}=0.25\ \text{nm}.$$

At $D=4.5$ eV the same formula gives $\sqrt{4.5\times0.5}/0.617=2.43$ nm$^{-1}$, where the one-band rule gives 7.7 nm$^{-1}$. For two equal traps, the tail contributes a factor $e^{-\kappa s}$ to the transfer amplitude and $e^{-2\kappa s}$ to the rate. With the spacing held at $s=2$ nm:

| $D$ (eV) | $\kappa$ (nm$^{-1}$) | $e^{-2\kappa s}$, two-band | $e^{-2\kappa s}$, one-band |
|---|---|---|---|
| 1.25 | 3.5 | $8\times10^{-7}$ | $9\times10^{-8}$ |
| 2.50 | 4.1 | $9\times10^{-8}$ | $1\times10^{-10}$ |
| 3.75 | 3.5 | $8\times10^{-7}$ | $7\times10^{-13}$ |
| 4.90 | 1.1 | $1\times10^{-2}$ | $1\times10^{-14}$ |

Prefactors are left out, and near a band edge they matter. For two narrow one-dimensional wells the coupling is about $[(\hbar v\kappa)^2/\Delta]\,e^{-\kappa s}$, so its square rises about 700-fold from midgap to 4.9 eV rather than $10^5$-fold (about 800-fold for the exact level splitting), and it falls again beyond about 4.92 eV (4.94 eV for the exact splitting). A real hopping rate also carries a phonon factor. The first and third rows agree because they lie symmetrically about midgap, but this symmetry belongs to the tail factor. In three dimensions the current through the midplane gives the coupling $(\hbar v)^2A^2e^{-\kappa s}/[s(E+\Delta)]$, where $G=Ae^{-\kappa r}$ outside the core and $\int(G^2+F^2)\,dr=1$, and $A$ shrinks towards the valence edge. For the 0.17 nm spherical wells described below, the squared coupling is about 12 times its midgap value at 1.25 eV, 2 times at 3.75 eV and 80 times at 4.9 eV, with its minimum near 2.8 eV. The value at 4.9 eV depends on the core radius (about 100 for 0.12 nm and 50 for 0.25 nm), and the coupling falls again closer to the edge.

Equation (4) was tested by diagonalizing a discretized one-dimensional Hamiltonian with a narrow Gaussian well. For $g/\pi=0.15$, 0.50 and 0.85 the levels lie at 2.23, 0.03 and $-2.21$ eV from midgap, against 2.23, 0 and $-2.23$ eV from the formula. The rms sizes are 0.39, 0.17 and 0.37 nm: narrow in the middle, wide at both ends.

For a spherical well of fixed radius 0.17 nm, the rms radius is 0.22 nm at $D=1.25$ eV, 0.19 nm at both 2.5 and 3.75 eV, and 0.30 nm at 4.9 eV. The smallest value found in a scan is at about 3.1 eV, below midgap. The predicted asymmetry is plain at the extremes: 0.005 eV from the conduction edge the rms radius is 2.7 nm with 93% of the weight outside the well, while 0.005 eV from the valence edge it is 0.6 nm with 42% outside. The wells needed for the depths from 1.25 to 4.9 eV are 8 to 14 eV deep, so this is a model core and not a portrait of a particular defect. The numbers refer to the lowest, s-like level. Wells deeper than about 9 eV also bind p-like levels higher in the gap.

### When the valence band is heavier

Equal masses put the peak at midgap. To make them unequal, add $\beta k^2$ to the valence diagonal element. The condition $\det(H-E)=0$ at $k^2=-\kappa^2$ is

$$(\Delta-E)(-\Delta-\beta\kappa^2-E)+\hbar^2v^2\kappa^2=0
\;\Rightarrow\;
\kappa^2=\frac{D(E_g-D)}{\hbar^2v^2-\beta D}.$$

The conduction mass still obeys $\hbar^2/2m_c=\hbar^2v^2/E_g$, while the valence edge now has $\hbar^2/2m_v=\hbar^2v^2/E_g-\beta$. Hence $\beta=b\,\hbar^2v^2/E_g$ with $b=1-m_c/m_v$. With $y=D/E_g$,

$$\kappa^2=\frac{2m_cE_g}{\hbar^2}\,\frac{y(1-y)}{1-by}.$$

Setting the derivative to zero gives $(1-2y)(1-by)+by(1-y)=1-2y+by^2=0$. The root inside the gap is

$$y^*=\frac{1-\sqrt{1-b}}{b}=\frac{1}{1+\sqrt{1-b}}=\frac{1}{1+\sqrt{m_c/m_v}} .$$

With the gap and $m_c$ held fixed, holes twice as heavy as electrons move the peak from 2.5 to 2.9 eV, and holes ten times as heavy move it to 3.8 eV. For $m_v\to\infty$ we have $b\to1$, the factor $1-y$ cancels, and $\kappa^2=2m_cD/\hbar^2$ throughout the gap. Within this model your formula is thus also the limit of an infinitely heavy valence band. That coincidence depends on where the $k^2$ term is placed, because the edge masses alone do not fix $\kappa(D)$. If the free-electron term $\hbar^2k^2/2m_0$ is put on both diagonals, $m_c=0.5\,m_0$ again gives a flat valence edge, but now $\hbar^2\kappa^2/2m_0=E_g[\sqrt{1-y}-(1-y)]$. This peaks at $y=3/4$, vanishes at the valence edge, and gives 3.9 nm$^{-1}$ at $D=1.25$ eV. In this variant the lower band bends upward at large $k$, so a second root is a real wave number throughout the gap (14.6 nm$^{-1}$ at 1.25 eV, 9.9 nm$^{-1}$ at 3.75 eV, 4.6 nm$^{-1}$ at 4.9 eV). The variant is a guide only for the upper part of the gap, where that root lies well beyond an atomic-scale zone edge of about 9 nm$^{-1}$ and can be discarded.

### A longer tail is not easier field emission

In a uniform field $F$ the local depth at distance $x$ is $D'=D-eFx$. The WKB estimate for escape to the conduction band is $e^{-S}$ with

$$S=2\int\kappa\,dx=\frac{2}{eF}\int_0^D\kappa(D')\,dD' .$$

The integrand is positive, so $S$ grows with $D$ even where $\kappa(D)$ falls: a deeper electron must still pass through all the shallower depths. From midgap, write $\kappa=2\kappa_{\max}\sqrt{y(1-y)}$. The integral of $\sqrt{y(1-y)}$ from 0 to $\tfrac12$ is a quarter of a disc of radius $\tfrac12$, that is $\pi/16$, so

$$S=\frac{2}{eF}\,2\kappa_{\max}E_g\,\frac{\pi}{16}=\frac{\pi\kappa_{\max}E_g}{4eF}.$$

At 5 MV/cm, $eF=0.5$ eV/nm and $S=\pi\times4.05\times5/(4\times0.5)=31.8$. For $D=1.25$ and 3.75 eV it is 12.4 and 51.2. The two traps have equal tails but very different resistance to emission into the conduction band. Towards the valence band the roles are exchanged: the empty 3.75 eV level emits a hole with $S=12.4$. The estimate also assumes a film thicker than $D/eF$, which is 7.5 nm for that level, and it counts pure tunnelling only. At 358 K that is the easiest path at 5 MV/cm, but at 1 MV/cm a thermally assisted path wins (exponent about 38 against 62 for the 1.25 eV level).

### What this means for a real nitride

If the electronic level of your traps at fixed atomic positions lies roughly 1 to 2 eV below the conduction band, the 1.25 eV row is the nearest one, and the rows below midgap are far from it. A thermal depth of 1 to 2 eV does not guarantee this: some transport analyses of nitride give an optical depth about twice the thermal one, that is 2 to 4 eV, near midgap or beyond it. For an electronic level 1 to 2 eV deep this model still says that deeper means a shorter tail, but your formula overestimates $\kappa$: at 1.25 eV it gives 4.05 instead of 3.5 nm$^{-1}$ and underestimates the 2 nm tunnelling factor about ninefold. With equal masses this factor runs from 5 at 1 eV to 100 at 2 eV. It is smaller for a heavier valence band: at 1.25 eV it is about 3 for $m_v=2m_c$ and about 2 with the free-electron term on both diagonals.

The absolute values are estimates, since a decay length of 0.25 nm is close to a bond length of about 0.17 nm. A chain of alternating sites with period $a=0.34$ nm shows the size of this effect. There $\hbar vk$ becomes $(2\hbar v/a)\sin(ka/2)$, so $\sinh(\kappa a/2)=\kappa_0a/2$, with $\kappa_0$ from (3). The midgap value drops by 7%, to 3.8 nm$^{-1}$, and the peak stays at midgap because $\kappa$ rises steadily with $\kappa_0$.

The numbers also assume that the trap is neutral when empty. If it is positively charged, the Coulomb energy at 0.25 nm is about 1.5 eV for the optical permittivity of about 4 (0.8 eV for a static value near 7), comparable with depths of 1 to 2 eV, and bulk screening is doubtful at that distance. The depth must also be the electronic level at fixed atomic positions. If lattice relaxation makes that level 0.5 eV deeper than the depth you inserted, $\kappa$ changes by $+10\%$ at 1.25 eV but by only $-2\%$ at 2.5 eV, where the curve is flat. A doubling of the depth changes it by $+15\%$ from 1.25 eV and by $-18\%$ from 2 eV. A field of 5 MV/cm shifts the potential by 0.12 eV over one midgap decay length. That is small beside a midgap depth but not for a level 0.1 eV from a band edge, where the disorder of an amorphous film also blurs the edge. The 4.9 eV row shows the trend of the model and should not be used as a device number.

For a neutral trap in the upper part of the gap, then, replace $D$ by $D(1-D/E_g)$ in your formula as an equal-mass estimate, with $m$ the band-edge mass. A mass fitted to tunnelling data with the one-band formula already contains this correction at the depth of the fit; applying it a second time would overestimate the 2 nm factor about 7-fold at 1.25 eV and about 36-fold at 2 eV. The gap and hole mass that enter are those of the valence band coupled to the conduction band. In nitride the top of the valence band is a nitrogen lone-pair band, and a heavier or deeper partner band makes the correction smaller. The lone-pair band adds a decaying wave of its own, whose decay constant still vanishes at the top of the valence band. The peak of the slowest decay then moves below midgap for heavy lone-pair holes, but it can lie above midgap if they are lighter than the electrons. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
gap 5.00 eV, edge mass 0.50 m0, bond 0.17 nm
hbar*v = 0.6173 eV nm, v = 9.378e+05 m/s
largest kappa (midgap) = 4.050 1/nm, 1/kappa = 0.247 nm
1D narrow well: strength/pi, level from midgap eV, kappa 1/nm, rms nm
  0.15    2.229  1.834  0.385
  0.35    1.148  3.598  0.197
  0.50    0.025  4.050  0.175
  0.65   -1.106  3.632  0.195
  0.85   -2.212  1.888  0.375
depth eV, two-band kappa 1/nm, 1/kappa nm, one-band kappa 1/nm
  1.25  3.508  0.285  4.050
  2.50  4.050  0.247  5.728
  3.75  3.508  0.285  7.015
  4.50  2.430  0.412  7.685
  4.90  1.134  0.882  8.019
depth eV, exp(-2 kappa s) at s = 2.0 nm: two-band, one-band
  1.25  8.07e-07  9.21e-08
  2.50  9.21e-08  1.12e-10
  3.75  8.07e-07  6.51e-13
  4.50  6.00e-05  4.47e-14
  4.90  1.07e-02  1.17e-14
3D well, radius 0.17 nm: depth eV, well eV, rms nm, weight outside
  1.25  8.48  0.221  0.412
  2.50  10.45  0.190  0.333
  3.75  12.29  0.190  0.314
  4.50  13.39  0.215  0.333
  4.90  14.01  0.297  0.380
3D smallest rms 0.187 nm at depth 3.13 eV
3D at depth 0.005 eV: rms 2.720 nm, outside 0.926
3D at depth 4.995 eV: rms 0.608 nm, outside 0.425
hole/electron mass 2: peak at depth 2.93 eV
hole/electron mass 10: peak at depth 3.80 eV
atomic chain, period 0.34 nm: midgap kappa 3.784 1/nm, change -6.6 %
field 5.0 MV/cm: drop over midgap 1/kappa = 0.123 eV
depth eV, distance to conduction edge in field nm, WKB exponent
  1.25  2.5  12.4
  2.50  5.0  31.8
  3.75  7.5  51.2
  4.50  9.0  60.3
charged trap, permittivity 4.0: Coulomb energy at 1/kappa 1.46 eV
level shift 0.5 eV at depth 1.25 eV: kappa +10.2 %
level shift 0.5 eV at depth 2.50 eV: kappa -2.0 %
gap smaller by 0.1 eV, same mass: largest kappa -1.0 %
thermal energy at 358 K = 0.0309 eV
```
